# Aliasing of compact nonlocal projectors sampled on the FFT grid, part 2

A plane-wave code applies $D\,|\beta\rangle\langle\beta|$ by summing over FFT grid points within $r_c$ of the atom at $\mathbf R$. An isolated atom's energy then ripples as it moves across a grid cell (voxel). The algebra is in atomic units; numbers use eV and Å.

The cell is a cube of side $L$ and volume $\Omega$, with grid points $\mathbf r_j=h\,\mathbf j$ and $h=L/N$. Orbitals $\psi$ have plane-wave coefficients $c_{\mathbf G}$, $|\mathbf G|\le G_c$. The vectors $\mathbf K=K_0\mathbf m$ have $K_0=2\pi/h$ and integer $\mathbf m$; $K_0>2G_c$ is assumed, and the density is unaliased for $K_0>4G_c$.

The model projector is $\beta=A(1-r^2/r_c^2)^n$ for $r<r_c$ and zero beyond, with transform

$$\tilde\beta(q)=4\pi A r_c^3\,2^n n!\,\frac{j_{n+1}(x)}{x^{\,n+1}},\qquad x=qr_c.$$

The exact projection is $P=\sum_{\mathbf G}b_{\mathbf G}^*\,c_{\mathbf G}$, with $b_{\mathbf G}=\Omega^{-1/2}\tilde\beta(G)\,e^{-i\mathbf G\cdot\mathbf R}$. For an orbital moving with the atom, $\psi(\mathbf r)=\varphi(\mathbf r-\mathbf R)$, the grid sum is

$$P_h(\mathbf R)=P+\delta P(\mathbf R),\qquad \delta P(\mathbf R)=\sum_{\mathbf K\ne0}a_{\mathbf K}\,e^{i\mathbf K\cdot\mathbf R}.$$

With $f=\beta\varphi$ and $c_{\mathbf G}$ now the coefficients of $\varphi$,

$$a_{\mathbf K}=\int f(\mathbf s)\,e^{i\mathbf K\cdot\mathbf s}\,d^3s=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,\tilde\beta(|\mathbf G+\mathbf K|).$$

Over a voxel $\delta P$ has mean zero and mean square $\sum_{\mathbf K\neq0}|a_{\mathbf K}|^2$.

Since $|\mathbf G+\mathbf K|\ge K_0-G_c\equiv\gamma$ for $\mathbf K\ne0$, the sum is exact if $\tilde\beta(q)=0$ for all $q\ge\gamma$. The Taylor argument excludes this for compact support: the transform of a nonzero function that vanishes outside a sphere is not zero on any interval.

For real, even $\varphi$ and large $K$, the edge formula is

$$a_{\mathbf K}\simeq 4\pi A r_c^3\,2^n n!\,\varphi_c\,\frac{\sin[Kr_c-(n+1)\pi/2]}{(Kr_c)^{n+2}} ,$$

with $\varphi_c=\varphi(r_c\hat{\mathbf K})$. The envelope is its magnitude with the sine set to 1, and scales as $h^{n+2}$. The next term is smaller by one power of $K$ and carries the cosine of the same argument.

"The program" is the numerical check. Its output writes $\tilde\beta$ as `bt` and includes a separate Gaussian projector $e^{-r^2/2w^2}$.

### Energy and force

Consider one electron with $H=T+D|\beta\rangle\langle\beta|$, $T_{\mathbf G}=G^2/2$, $D<0$. The eigenvalue equation is $(T_{\mathbf G}-\varepsilon)c_{\mathbf G}=-D\,b_{\mathbf G}P$ with $P=\sum b^*c$. Dividing by $T_{\mathbf G}-\varepsilon$, multiplying by $b^*_{\mathbf G}$, summing and cancelling $P$ gives

$$1+D\sum_{\mathbf G}\frac{|b_{\mathbf G}|^2}{T_{\mathbf G}-\varepsilon}=0 .$$

For $\varepsilon<0$ and $b_0\neq0$ the left side falls monotonically from $1$ to $-\infty$, so there is one negative root, the ground level. The exact $|b_{\mathbf G}|^2$ do not depend on $\mathbf R$, and neither does $\varepsilon$. With the sampled projector, $b_{\mathbf G}$ is replaced by $b^h_{\mathbf G}=\Omega^{-1/2}h^3\sum_j\beta(\mathbf r_j-\mathbf R)e^{-i\mathbf G\cdot\mathbf r_j}$, whose overlap with the translated exact eigenvector is $P_h(\mathbf R)$. First-order perturbation theory for the normalised, nondegenerate state gives $D(P_h^2-P^2)$, where $P_h$ is real because $\varphi$ is. Keeping terms linear in $b^h-b$,

$$\delta\varepsilon(\mathbf R)\simeq 2DP\,\delta P(\mathbf R).$$

The term $D\,\delta P^2$ and the relaxation of the orbital are second order. Relaxing the orbitals therefore does not remove the ripple at leading order. For an even orbital $a_{-\mathbf K}=a_{\mathbf K}$ is real, $\delta P=\sum a_{\mathbf K}\cos\mathbf K\cdot\mathbf R$, and the net force on the atom is

$$\mathbf F=-\nabla_{\mathbf R}\,\varepsilon\simeq 2DP\sum_{\mathbf K\ne0}\mathbf K\,a_{\mathbf K}\sin(\mathbf K\cdot\mathbf R).$$

The extra factor $K$ makes the envelope scale as $h^{n+1}$, one power slower than the energy, and absolute convergence is assured only for $n\ge3$. The program tests the differentiated series against finite differences of the grid sum for $n=3$.

### Numbers for a model atom

The parameters are round model values and describe no real element: $L=6$ Å, $E_{\rm cut}=400$ eV, $N=40$, $r_c=1$ Å, $n=2$, $D=-60$ eV. With $\hbar^2/2m=3.80998$ eV Å$^2$, $G_c=(400/3.80998)^{1/2}=10.246$ Å$^{-1}$, and the sphere holds 3887 plane waves. The spacing is $h=0.15$ Å, so $K_0=41.888$ Å$^{-1}$ exceeds $4G_c=40.99$ Å$^{-1}$. This is a full density grid, as in your code. The alias threshold is $\gamma=41.888-10.246=31.642$ Å$^{-1}$.

Normalisation requires $4\pi A^2r_c^3\int_0^1t^2(1-t^2)^4dt=1$. The integral is $\frac13-\frac45+\frac67-\frac49+\frac1{11}=\frac{128}{3465}$, which gives $A=1.4677$ Å$^{-3/2}$. The transform is $1.405$ Å$^{3/2}$ at $q=0$, $1.35\times10^{-4}$ Å$^{3/2}$ at $\gamma$ and $-1.78\times10^{-5}$ Å$^{3/2}$ at $K_0$, small in the alias region but not zero.

The exact level is $\varepsilon=-29.494$ eV, tested against Lanczos diagonalisation, and $P=0.93264$, tested against a three-dimensional quadrature of $\beta\varphi$. Then $2DP=2(-60)(0.93264)=-111.92$ eV. With $\varphi_c=0.15454$ Å$^{-3/2}$ along $x$, the envelope for the six shortest $\mathbf K$ is

$$E_1=\frac{4\pi\times1.4677\times8\times0.15454}{41.888^4}=7.41\times10^{-6}.$$

The phase is $K_0r_c-3\pi/2=40\pi/3-3\pi/2=12\pi-\pi/6$, the sine is $-\tfrac12$, and the leading-order estimate is $a_{100}\simeq-3.70\times10^{-6}$. The full sum over $\mathbf G$ gives $a_{100}=-4.55\times10^{-6}$. The estimate is 19% low relative to that value. This phase is away from a peak of the sine, so the cosine term of relative order $1/x$ does not vanish. The next coefficients are $a_{110}=-1.58\times10^{-6}$, $a_{111}=-0.80\times10^{-6}$ and $a_{200}=-0.20\times10^{-6}$.

At $\mathbf R=0$ every cosine is 1, and these four shells, with 6, 12, 8 and 6 members, give $(-27.3-19.0-6.4-1.2)\times10^{-6}=-5.4\times10^{-5}$. The series with all $|m_i|\le12$ gives $-4.204\times10^{-5}$ and the direct grid sum $-4.207\times10^{-5}$, so the higher shells add about $+1.2\times10^{-5}$ and the first shell alone is a poor guide. At $\mathbf R=(h/2,0,0)$ the cosine is $(-1)^{m_x}$. The net multiplicities are $+2,-4,-8,+6$, the four shells give $(-9.1+6.3+6.4-1.2)\times10^{-6}=+2.4\times10^{-6}$, and the longer series gives $4.455\times10^{-6}$ against the direct $4.440\times10^{-6}$. The tested comparison is made at four low-symmetry positions for $n=2,3$, with a tolerance of 5% of the envelope to cover the truncated tail. At one of them, $(0.31,0.17,0.43)h$, the direct value is $9.134\times10^{-6}$ and the series $9.142\times10^{-6}$.

The first-order energy at $\mathbf R=0$ is $(-111.92)(-4.207\times10^{-5})=4.709\times10^{-3}$ eV, and re-solving the secular equation with the sampled projector gives $4.708\times10^{-3}$ eV. At $(h/2,0,0)$ the two are $-4.97\times10^{-4}$ eV and $-4.98\times10^{-4}$ eV. At the four low-symmetry positions this agreement is tested to 5% of $|2DP|$ times the envelope.

Over a $4\times4\times4$ set of positions in a voxel the rms of $\delta P$ is $1.274\times10^{-5}$, against $1.273\times10^{-5}$ from $\sum|a_{\mathbf K}|^2$. The mean is $1.8\times10^{-8}$. It is not exactly zero because an average over four equally spaced points per axis keeps the harmonics whose $m_i$ are all multiples of 4.

The level is even in $R_x$, so a scan from $0$ to $h/2$ covers a period. On 21 points the peak-to-peak ripple is $5.26\times10^{-3}$ eV ($1.93\times10^{-4}$ hartree) and the largest force is $0.160$ eV/Å ($3.1\times10^{-3}$ hartree/bohr). Both are extremes over sampled points, so the continuous extremes can be slightly larger. The ripple exceeds the end-to-end difference $4.708\times10^{-3}+0.498\times10^{-3}=5.21\times10^{-3}$ eV, so at least one extremum lies inside the interval. A pure $\cos K_0R_x$ would have a largest force of $K_0\times\text{ripple}/2=0.110$ eV/Å. Both facts show that harmonics with $|m_x|\ge2$ contribute, and the force weights them by $m_x$.

The ripple in eV on the same scan along $x$, for other edges and grids and with each $n$ having its own normalisation and exact level, is:

| $n$ | $N=30$ | $N=40$ | $N=60$ |
|---|---|---|---|
| 1 | $5.5\times10^{-2}$ | $1.4\times10^{-2}$ | $1.8\times10^{-2}$ |
| 2 | $1.8\times10^{-2}$ | $5.3\times10^{-3}$ | $8.0\times10^{-4}$ |
| 3 | $2.9\times10^{-4}$ | $2.4\times10^{-4}$ | $5.5\times10^{-5}$ |

A smoother edge lowers the ripple on each grid here. For $n=2$, halving $h$ lowers it by a factor 23, where the envelope alone gives $2^4=16$. The other rows depart further from the envelope. For $n=3$ the $N=30$ value is only 1.2 times the $N=40$ value, where the envelope ratio is $(4/3)^5=4.2$, and for $n=1$ the ripple along this line rises from $N=40$ to $N=60$. The envelope does not fix these ratios. The phase $Kr_c$ in the sine changes with $N$ by a different amount in each shell, and a line samples only one combination of the shells. For $N=30$ and $N=60$ the first-shell phase $K_0r_c$ is $10\pi$ and $20\pi$, so its sine is $+1$ on both grids for $n=2$ and zero on both for $n=1$ and $n=3$, where the leading first-shell term drops out. The table does show that a finer grid need not lower the ripple measured along one line, and that similar ripples on two grids do not mean it has stopped changing. A scan along one line can miss larger shifts elsewhere in the voxel. Over positions whose three coordinates are multiples of $h/10$ (values not in the printed output), the spread for $n=1$ is $0.11$ eV at $N=40$, eight times the table entry, and about $0.02$ eV at $N=60$, so the rise in that row belongs to the line and not to the voxel. For $n=3$ the spread is $1.4\times10^{-3}$ eV at both $N=30$ and $N=40$, five to six times the entries. A convergence test should therefore include positions off the axes.

### Removing the ripple

The values of $\tilde\beta$ above $G_c$ do not enter $P$, so they may be changed. Define $\tilde\chi(q)=\tilde\beta(q)\,w(q)$ with $w=1$ for $q\le G_c$ and $w=0$ for $q\ge\gamma$. Then $\chi$ has the same exact projection as $\beta$ and all its alias coefficients vanish, so the sum over all grid points is exact. In the free range $G_c<q<\gamma$ the shape of $w$ is arbitrary. The program uses a plain smooth step, $w=e^{-1/t}/(e^{-1/t}+e^{-1/(1-t)})$ with $t=(\gamma-q)/(\gamma-G_c)$. It builds the periodic $\chi$ on a grid twice as fine, keeps every second point, and tests that the level matches the exact one within $10^{-9}$ eV at three positions. The difference found, $4\times10^{-15}$ eV, is rounding error.

The limit that matters is $\gamma$. It is allowed to lie above the Nyquist wavenumber $K_0/2=20.9$ Å$^{-1}$, and staying below $K_0$ is not enough. A sharp cut at $40$ Å$^{-1}$, between $\gamma$ and $K_0$, leaves shifts up to $5.1\times10^{-4}$ eV at the same three positions.

By the Taylor argument, $\chi$ cannot vanish outside a sphere, since $\tilde\chi$ is zero on an interval. Here $\chi(0)=1.4671$ Å$^{-3/2}$, close to $A$, while $\chi(r_c)=9.7\times10^{-4}$ Å$^{-3/2}$ where $\beta$ is zero. To keep the real-space cost finite the tail is cut at some $R_0>r_c$, which causes two errors. The $\mathbf K=0$ coefficient changes by $-\int_{s>R_0}\chi\varphi\,d^3s$, a shift independent of $\mathbf R$ that produces no net force under rigid translation. The cut also brings aliases back. Those of the uncut $\chi$ vanish, so the new ones are $-\int_{s>R_0}\chi\varphi\,e^{i\mathbf K\cdot\mathbf s}d^3s$, which contain only the tail of $\chi$ times an orbital that, for this bound state, has decayed further. For $K\gg\gamma$ the jump at $R_0$ dominates, and the edge formula with $n=0$ gives the slowly decaying envelope $4\pi R_0|\chi(R_0)\varphi(R_0\hat{\mathbf K})|/K^2$. For the shortest $\mathbf K$ this envelope need not be reliable. It requires $K\gg|\chi'/\chi|$ at $R_0$, and $\chi$ contains wavenumbers up to $\gamma$, which is comparable with $K_0$, so the condition can fail when the cut lies near a node of the tail.

For $R_0=1.5$ Å, where $|\chi|$ reaches $3.2\times10^{-4}$ Å$^{-3/2}$ within $0.15$ Å of the cut, the ripple on the same scan is $1.3\times10^{-5}$ eV, about 400 times smaller than the unfiltered one. The value of $\chi$ at the cut itself is well below that nearby maximum. The ripple depends on where the oscillating tail is cut, so this factor belongs to this particular $R_0$ and need not hold at neighbouring radii. The mean shift along the scan line is $5.5\times10^{-4}$ eV, so the remaining error in the level is mostly shift, about a tenth of the original ripple. For $R_0=2.0$ Å the nearby tail is $1.9\times10^{-5}$ Å$^{-3/2}$, the ripple $2\times10^{-6}$ eV and the mean shift $1.6\times10^{-5}$ eV. The program tests that this last ripple is below one twentieth of the unfiltered one. The price is the number of grid points per projector at $\mathbf R=0$, which grows from 1237 inside $r_c$ to 4139 and 9843. The tail depends on the width $\gamma-G_c$ available to the window, and as $K_0$ approaches $2G_c$ that width closes and the window becomes a sharp step. For extended orbitals that do not decay between $r_c$ and $R_0$, the factor $\varphi(R_0\hat{\mathbf K})$ gives no help, and the reduction factors found for this bound state should not be carried over.

For your code, compare the level or total energy at $\mathbf R=0$ and at a few fractions of $h$, once with the reciprocal-space $b_{\mathbf G}$ and once with the sampled projector. If the dependence on $\mathbf R$ has period $h$, disappears with the reciprocal-space form and with the untruncated filtered $\chi$, and has a size on the scale of $|2DP|$ times the envelope (the ratio is about six in the $n=2$, $N=40$ example and lies between about 0.5 and 8 for the cases in the table, so this is a test of order of magnitude only), it is the aliasing derived here. In a density-functional code the exchange-correlation energy, a nonlinear function of the density summed on the same grid, can give its own ripple of period $h$ that remains with the reciprocal-space projector, so there the quantity to examine is the difference between the two forms.

## Computed results

```
L = 6.0 A, Ecut = 400.0 eV, rc = 1.0 A, D = -60.0 eV, n = 2, N = 40
hbar^2/2m = 3.80998 eV A^2, plane waves = 3887
h = 0.150 A, Gc = 10.246 1/A, 4Gc = 40.99 1/A
K0 = 41.888 1/A, gamma = 31.642 1/A, K0 rc = 41.888
grid points inside rc at R=0: 1237
A = 1.46771 A^-3/2
bt(0) = 1.4052e+00 A^3/2
bt(Gc) = -2.2117e-03 A^3/2
bt(gamma) = 1.3509e-04 A^3/2
bt(K0) = -1.7822e-05 A^3/2
envelope slopes n=1,2,3: -3.000, -3.999, -4.997
exact eps = -29.494384 eV, P = 0.9326407, 2DP = -111.917 eV
phi(rc) = 0.15454 A^-3/2, first-shell envelope = 7.407e-06
leading asymptotic a_100 = -3.703e-06
a_100 = -4.550e-06
a_110 = -1.583e-06
a_111 = -8.040e-07
a_200 = -2.043e-07
R=0: dP direct -4.207e-05, series -4.204e-05
  d eps 4.708e-03 eV, 2DP dP 4.709e-03 eV
R=(h/2,0,0): dP direct 4.440e-06, series 4.455e-06
  d eps -4.983e-04 eV, 2DP dP -4.969e-04 eV
R=(.31,.17,.43)h: dP direct 9.134e-06, series 9.142e-06
  d eps -1.025e-03 eV, 2DP dP -1.022e-03 eV
mean dP over cell 1.8e-08, rms direct 1.274e-05, series 1.273e-05
Gaussian w = 0.1 A: P = 1.74799e-02, max |dP| = 1.859e-05 A^3/2
ripple along x (21 points) = 5.257e-03 eV = 1.932e-04 hartree
max force = 1.601e-01 eV/A = 3.113e-03 hartree/bohr
K0 * ripple / 2 = 1.101e-01 eV/A
n=1: eps -34.720 eV, ripple N=30,40,60: 5.46e-02, 1.39e-02, 1.81e-02 eV
n=2: eps -29.494 eV, ripple N=30,40,60: 1.81e-02, 5.26e-03, 7.97e-04 eV
n=3: eps -24.206 eV, ripple N=30,40,60: 2.92e-04, 2.40e-04, 5.53e-05 eV
filter to gamma, no cut in r: max |d eps| = 3.6e-15 eV
sharp cut at q = 40.0 1/A: max |d eps| = 5.06e-04 eV
chi(0) = 1.46713, chi(rc) = 9.716e-04 A^-3/2
R0 = 1.5 A: ripple 1.29e-05 eV, mean shift 5.49e-04 eV, points 4139
  max |chi| within 0.15 A of R0 = 3.21e-04 A^-3/2, ripple reduced by 406
R0 = 2.0 A: ripple 2.25e-06 eV, mean shift 1.55e-05 eV, points 9843
  max |chi| within 0.15 A of R0 = 1.90e-05 A^-3/2, ripple reduced by 2336
```
